\section*{Tyablikov's Curie temperature derived two ways, with Callen's magnetization formula}

\section{One Hamiltonian, two Curie temperatures}

Put spins $S=1$ on a simple cubic lattice and couple nearest neighbours ferromagnetically with $J=2$ meV. Mean-field theory predicts order below $92.8$ K; Tyablikov's decoupling, also called the random-phase approximation (RPA), predicts $61.2$ K. The exchange is the same in both, yet the ratio is $0.66$. The difference lies in how the magnon energies are averaged: their arithmetic mean is $12.0$ meV, their harmonic mean $7.91$ meV.

The model, on a Bravais lattice of $N$ sites and with $\hbar=1$, is
\begin{equation}
H=-\tfrac12\sum_{ij}J_{ij}\,\mathbf S_i\cdot\mathbf S_j-h\sum_iS_i^z ,\qquad J_{ii}=0 .
\end{equation}
Both orders of a pair are counted, and $h$ is an energy. Define
\begin{equation}
J_q=\sum_jJ_{ij}e^{-iq\cdot(R_i-R_j)},\qquad \omega_q=J_0-J_q ,
\end{equation}
and let $\langle\cdots\rangle_q$ be the average over the Brillouin zone. The exchange is summable, and $\omega_q>0$ for $q\ne0$, so that no spin wave destabilizes the ferromagnet. The limit $N\to\infty$ is taken before $h\to0^+$. Since $J_{ii}=0$, we have $\langle J_q\rangle_q=0$ and $\langle\omega_q\rangle_q=J_0>0$.

The result to be derived is
\begin{equation}
k_BT_{\rm RPA}=\frac{S(S+1)}{3}\,\frac{1}{\langle1/\omega_q\rangle_q}
=\frac{S+1}{3}\,\frac{1}{\langle1/E_q\rangle_q},\qquad E_q=S\omega_q .
\label{tc}
\end{equation}
Here $E_q$ is the magnon energy at zero temperature and field.

\section{First derivation: from the ordered side}

\subsection{Spin waves at finite temperature}

Use $[S^+,S^z]=-S^+$, $[S^+,S^-]=2S^z$ and $\mathbf S_i\cdot\mathbf S_j=S_i^zS_j^z+\frac12(S_i^+S_j^-+S_i^-S_j^+)$. For $j\neq i$,
\begin{equation}
[S_i^+,\mathbf S_i\cdot\mathbf S_j]=-S_i^+S_j^z+S_i^zS_j^+ .
\end{equation}
Site $i$ occurs twice in the double sum, which cancels the factor $\frac12$. Therefore
\begin{equation}
[S_i^+,H]=hS_i^++\sum_jJ_{ij}\left(S_j^zS_i^+-S_i^zS_j^+\right).
\label{eom}
\end{equation}
This is exact. Its adjoint, applied to the fully aligned state, where every $S_j^z$ equals $S$, shows that the state created by $\sum_ie^{iq\cdot R_i}S_i^-$ has excitation energy $h+S\omega_q$. This identifies $E_q$ in (\ref{tc}).

At finite temperature let $m=\langle S_i^z\rangle$. Tyablikov's approximation replaces $S^z$ by $m$ in (\ref{eom}) whenever the equation is used inside a correlation function with an operator $B$:
\begin{equation}
\langle B\,S_j^z(t)S_i^+(t)\rangle\to m\langle B\,S_i^+(t)\rangle ,\qquad i\ne j .
\end{equation}
It drops the correlation between fluctuations of $S^z$ on one site and the transverse motion of another. With $S_q^+=N^{-1/2}\sum_ie^{-iq\cdot R_i}S_i^+$ and $i\,dS_q^+/dt=[S_q^+,H]$,
\begin{equation}
i\frac{d}{dt}\langle BS_q^+(t)\rangle=\varepsilon_q\langle BS_q^+(t)\rangle,\qquad
\varepsilon_q=h+m\omega_q ,
\end{equation}
so $\langle BS_q^+(t)\rangle=e^{-i\varepsilon_qt}\langle BS_q^+\rangle$. Let $\beta=1/k_BT$. Cyclic invariance of the trace gives $\langle S_q^+B\rangle=\langle BS_q^+(i\beta)\rangle=e^{\beta\varepsilon_q}\langle BS_q^+\rangle$. Subtracting $\langle BS_q^+\rangle$ from both sides,
\begin{equation}
\langle BS_q^+\rangle=\frac{\langle[S_q^+,B]\rangle}{e^{\beta\varepsilon_q}-1}.
\label{spectral}
\end{equation}

Choose $B=f(S_j^z)S_j^-$ with an arbitrary function $f$. It commutes with $S_i^+$ for $i\ne j$, so $\langle[S_q^+,B]\rangle=N^{-1/2}e^{-iq\cdot R_j}\langle[S_j^+,B]\rangle$. Multiplying (\ref{spectral}) by $N^{-1/2}e^{iq\cdot R_j}$ and summing over $q$ restores the site operator:
\begin{equation}
\langle BS_j^+\rangle=\Phi\,\langle[S_j^+,B]\rangle,\qquad
\Phi=\left\langle\frac{1}{e^{\beta\varepsilon_q}-1}\right\rangle_q .
\label{local}
\end{equation}

\subsection{Callen's formula}

Let $p_k$ be the probability that $S_j^z=k$, and let $a_k=S(S+1)-k(k+1)$, so that $S^-S^+|k\rangle=a_k|k\rangle$. Then
\begin{align}
\langle f(S^z)S^-S^+\rangle&=\sum_kf(k)\,a_kp_k,\\
\langle S^+f(S^z)S^-\rangle&=\sum_kf(k-1)\,a_{k-1}p_k=\sum_kf(k)\,a_kp_{k+1}.
\end{align}
The last step shifts the index; no end terms arise because $a_S=a_{-S-1}=0$. Equation (\ref{local}) becomes $\sum_kf(k)a_k[p_k-\Phi(p_{k+1}-p_k)]=0$. Since $f$ may be nonzero at a single $k<S$, where $a_k>0$,
\begin{equation}
\frac{p_{k+1}}{p_k}=\frac{1+\Phi}{\Phi}\equiv r\equiv e^{y}.
\label{geo}
\end{equation}
The levels of one spin are populated as if it stood in a field, with $y$ the ratio of level spacing to $k_BT$.

Write $n=2S+1$ and $k=-S+l$. The normalizing sum is $Z=\sum_{l=0}^{2S}r^l=(r^n-1)/(r-1)$, and
\begin{equation}
m=-S+r\frac{d\ln Z}{dr}=-S+\frac{n\,r^n}{r^n-1}-\frac{r}{r-1}.
\end{equation}
From $r-1=1/\Phi$ follows $r/(r-1)=1+\Phi$. With $D=(1+\Phi)^n-\Phi^n$, also $r^n/(r^n-1)=(1+\Phi)^n/D$. Over the common denominator $D$ the numerator is $-(S+1+\Phi)D+(2S+1)(1+\Phi)^n$. Collecting powers gives Callen's formula:
\begin{equation}
m=\frac{(S-\Phi)(1+\Phi)^{2S+1}+(S+1+\Phi)\Phi^{2S+1}}{(1+\Phi)^{2S+1}-\Phi^{2S+1}} .
\label{callen}
\end{equation}
Using $(1+\Phi)^n=D+\Phi^n$ in the numerator, one can also write
\begin{equation}
m=S-\Phi+\frac{(2S+1)\Phi^{2S+1}}{D}.
\label{callen2}
\end{equation}
For small $\Phi$ each magnon removes one unit of spin. The last term accounts for the finite number of levels.

In the cubic example at half the RPA Curie temperature, self-consistency gives $\Phi=0.1356$. Then $r=1.1356/0.1356=8.37$, and the probabilities of $k=1,0,-1$ are $0.8821$, $0.1053$ and $0.0126$. Hence $m=0.8821-0.0126=0.8695$. Equation (\ref{callen2}) gives the same value as $1-0.1356+0.0051$.

\subsection{The Curie temperature}

The choice $f=1$ in (\ref{local}) gives $\langle S^-S^+\rangle=2m\Phi$. The left side is $S(S+1)-\langle k^2\rangle-m$, so
\begin{equation}
S(S+1)-\langle k^2\rangle=m(1+2\Phi).
\end{equation}
At $h=0$, $1+2/(e^x-1)=\coth(x/2)$ turns this into the self-consistency condition
\begin{equation}
S(S+1)-\langle k^2\rangle=m\left\langle\coth\frac{\beta m\omega_q}{2}\right\rangle_q .
\label{sc}
\end{equation}
Let $m\to0$. By (\ref{geo}) the levels become equally populated, and isotropy gives $\langle k^2\rangle=S(S+1)/3$. On the right, $m\coth(\beta m\omega_q/2)\to2k_BT/\omega_q$. Therefore
\begin{equation}
\tfrac23S(S+1)=2k_BT\,\langle1/\omega_q\rangle_q ,
\end{equation}
which is (\ref{tc}).

This limit locates the Curie temperature only if no ordered solution survives above it. To check this, follow both sides of (\ref{sc}) as $m$ grows at fixed $T$. Since $dm/dy$ is the variance of $k$, $m$ increases with $y$. Because $k^2$ is even, it can be averaged with weights $\cosh ky$, and
\begin{equation}
\frac{d\langle k^2\rangle}{dy}=\mathrm{cov}\left(k^2,\;k\tanh ky\right)\ge0 .
\end{equation}
The sign follows because both quantities increase with $|k|$: the covariance is half the weighted double sum of $(a-a')(b-b')$, in which no term is negative. So the left side of (\ref{sc}) never increases with $m$. The right side strictly increases, because
\begin{equation}
\frac{d}{dx}(x\coth x)=\frac{\sinh x\cosh x-x}{\sinh^2x}>0\qquad(x>0).
\end{equation}
At $m=S$ the left side is $S(S+1)-S^2=S$, and the right side is larger. The curves therefore cross once if the left side is larger at $m\to0$, which means $T<T_{\rm RPA}$, and otherwise not at all. The RPA transition is continuous.

\section{Why mean field always lies higher}

In mean-field theory $p_k\propto e^{\beta J_0mk}$. To first order in $m$ this gives $m=\beta J_0m\,S(S+1)/3$, hence
\begin{equation}
k_BT_{\rm MF}=\frac{S(S+1)}{3}J_0=\frac{S+1}{3}\langle E_q\rangle_q .
\end{equation}
To compare the two means, take any $\mu\ge J_0$ and set $X_q=\mu-J_q$, so that $\langle X_q\rangle_q=\mu$. Expanding $J_q^2=(\mu-X_q)^2$, dividing by $X_q$ and averaging,
\begin{equation}
\left\langle\frac{J_q^2}{\mu-J_q}\right\rangle_q
=\mu^2\left\langle\frac1{X_q}\right\rangle_q-2\mu+\mu
=\mu^2\left\langle\frac1{\mu-J_q}\right\rangle_q-\mu .
\label{identity}
\end{equation}
For $\mu=J_0$, division by $J_0$ gives
\begin{equation}
\frac{T_{\rm MF}}{T_{\rm RPA}}-1=\frac1{J_0}\left\langle\frac{J_q^2}{\omega_q}\right\rangle_q>0 .
\label{gap}
\end{equation}
Equality would need $J_q=0$ throughout the zone, which means no exchange. Thus $T_{\rm RPA}<T_{\rm MF}$ for every coupling allowed here. The inequality orders two approximations; it does not bound the exact Curie temperature.

In the example $J_0=6J=12$ meV and the right side of (\ref{gap}) is $0.516$. Hence $k_BT_{\rm MF}=\frac23\times12=8.00$ meV and $k_BT_{\rm RPA}=8.00/1.516=5.28$ meV. The harmonic mean favours soft modes: the softer half of the band, where $J_q>0$, supplies $75\%$ of $\langle1/\omega_q\rangle_q$.

A second-neighbour coupling $J_2$, added to the nearest-neighbour coupling $J_1$, changes how soft the modes are. At small $q$, with unit lattice constant, $\omega_q\approx(J_1+4J_2)q^2$, while $J_0=6J_1+12J_2$. Going from $J_2=0$ to $J_2=-0.2J_1$ lowers the stiffness relative to $J_0$ from $1/6$ to $1/18$, and the computed $T_{\rm RPA}/T_{\rm MF}$ drops from $0.66$ to $0.36$. The softening is not confined to small $q$: along a cube axis $\omega_q=(2J_1+8J_2)(1-\cos q)$, so $\omega_q/J_0$ falls by the same factor of three out to the zone face, from $2/3$ to $2/9$ at $(\pi,0,0)$.

For nearest-neighbour coupling on a hypercubic lattice the two temperatures approach each other as the dimension grows. With $\gamma_q=J_q/J_0$, the right side of (\ref{gap}) is $\langle\gamma_q^2/(1-\gamma_q)\rangle_q=\sum_{n\ge2}\langle\gamma_q^n\rangle_q$, provided $|\gamma_q|\le1$, which holds when all $J_{ij}\ge0$ (for $J_2=-0.2J_1$ above, $\gamma_q=-2.33$ at the zone corner and the series diverges). For $z$ equal bonds the first term is $\sum_jJ_{ij}^2/J_0^2=1/z$. On a $d$-dimensional hypercubic lattice $z=2d$ and $\gamma_q=d^{-1}\sum_a\cos q_a$. The odd terms vanish under $q_a\to q_a+\pi$, and $\langle\cos^2\rangle=\frac12$, $\langle\cos^4\rangle=\frac38$ give $\langle\gamma_q^4\rangle_q=3(z-1)/z^3$, smaller than the first term by a factor of order $1/z$; so $1/z$ serves as the estimate at large $d$. A large $z$ alone does not justify this estimate. If it comes from a longer range at fixed dimension, $\gamma_q$ stays near one in a fraction of order $1/z$ of the zone around $q=0$, and the higher terms are then not small compared with the first. A hypercubic lattice in $50$ dimensions has $z=100$; the estimate gives a ratio of $1/1.01=0.990$, as computed.

On the square lattice, by contrast, $\omega_q/J_0\approx q^2/4$ at small $q$. With a gap $\delta J_0$ added to $\omega_q$,
\begin{equation}
\left\langle\frac{J_0}{\omega_q+\delta J_0}\right\rangle_q\approx
\frac1{2\pi}\int\frac{4q\,dq}{q^2+4\delta}=\frac1\pi\ln\frac1\delta+\text{const}.
\end{equation}
The average diverges as $\delta\to0$, so $T_{\rm RPA}=0$. Numerically it grows from $4.3266$ to $5.7925$ between $\delta=10^{-5}$ and $10^{-7}$, in agreement with $(\ln100)/\pi=1.4659$.

\section{Second derivation: from the paramagnetic side}

Now start above the transition, without magnons or a spontaneous moment. Apply weak static fields $h_i$ along $z$. A free spin responds with $m_i=\chi_0h_i$, where $\chi_0=S(S+1)/(3k_BT)$. Mean-field theory adds the exchange field $\sum_jJ_{ij}m_j$. Part of that field, however, exists because spin $i$ has polarized its neighbours. This part turns with spin $i$ and cannot orient it. Onsager's reaction-field approximation subtracts it as $\lambda m_i$, with one constant $\lambda$ at each temperature:
\begin{equation}
m_i=\chi_0\Big(h_i+\sum_jJ_{ij}m_j-\lambda m_i\Big).
\end{equation}
A Fourier transform gives $m_q=\chi_0[h_q+(J_q-\lambda)m_q]$, and so
\begin{equation}
\chi_q=\frac{m_q}{h_q}=\frac1{\mu-J_q},\qquad \mu=\frac1{\chi_0}+\lambda .
\label{chi}
\end{equation}

The length of the spin fixes $\lambda$. For classical variables, differentiating the Boltzmann weight with respect to $h_j$ gives $\partial m_i/\partial h_j=\beta\langle S_i^zS_j^z\rangle$, or $k_BT\chi_q=\langle S_q^zS_{-q}^z\rangle$. Averaging over $q$ leaves the on-site term, which isotropy sets to $\langle(S_i^z)^2\rangle=S(S+1)/3$. Hence
\begin{equation}
k_BT\left\langle\frac1{\mu-J_q}\right\rangle_q=\frac{S(S+1)}3 .
\label{spherical}
\end{equation}
For quantum spins the classical relation is an approximation. A pair of energy levels with populations $p_a,p_b$ contributes to $\chi_q$ in proportion to
\begin{equation}
\frac{p_a-p_b}{E_b-E_a}=\frac{p_a+p_b}{E_b-E_a}\tanh\frac{\beta(E_b-E_a)}2\le\frac\beta2(p_a+p_b),
\end{equation}
and the classical relation uses the upper limit.

Stability requires $\mu>J_0$. On cooling, the average in (\ref{spherical}) must grow, so $\mu$ falls. When $\mu$ reaches $J_0$, the uniform susceptibility $\chi_{q=0}$ diverges and
\begin{equation}
k_BT_C\left\langle\frac1{J_0-J_q}\right\rangle_q=\frac{S(S+1)}3 ,
\end{equation}
which is (\ref{tc}) again. If the average diverges, $\mu$ stays above $J_0$ at every $T>0$ and there is no transition.

This route gives the inequality a different meaning. By (\ref{identity}), $\langle1/(\mu-J_q)\rangle_q>1/\mu$. By (\ref{spherical}) the left side equals $\chi_0$, so $\mu>1/\chi_0$ and $\lambda>0$. At the transition $J_0=1/\chi_0+\lambda$, therefore
\begin{equation}
k_BT_C=\frac{S(S+1)}3(J_0-\lambda)<k_BT_{\rm MF}.
\end{equation}
Mean-field theory sets $\lambda=0$ and lets each spin be oriented by its own echo. In the example the echo at $T_C$ is $\lambda=12.00-7.91=4.09$ meV, about a third of $J_0$.

\section{What each derivation assumes}

The first derivation assumes that $S^z$ fluctuations do not correlate with the transverse motion of other spins. It keeps the spin commutators and the Bose function, and it assumes no classical statistics. The second assumes a reaction field independent of wavevector and a classical link between response and fluctuations. It needs no equation of motion.

They meet because the RPA magnon energies $m\omega_q$ vanish at the transition. Each mode then satisfies $m\omega_q\ll k_BT$, and its Bose function becomes $k_BT/(m\omega_q)$, the classical occupation. The agreement extends above $T_C$. In the first derivation let $h$ and $m$ vanish together with $h/m=\kappa$ fixed. Then $\varepsilon_q=m(\kappa+\omega_q)$ and $m\Phi\to k_BT\langle1/(\kappa+\omega_q)\rangle_q$. Since $\Phi\to\infty$, the sum rule gives $m\Phi\to S(S+1)/3$. Together,
\begin{equation}
k_BT\left\langle\frac1{\kappa+J_0-J_q}\right\rangle_q=\frac{S(S+1)}3 ,
\end{equation}
which is (\ref{spherical}) with $\mu=J_0+\kappa$. In the paramagnet at vanishing field the two approximations have the same uniform susceptibility, $1/\kappa$.

Below $T_C$ they differ in reach. The second derivation, as given, stops at the transition, because its sum rule uses isotropy. The first continues to $T=0$ through (\ref{callen}). The table compares its magnetization for the cubic example with that of mean-field theory at the same temperature.

\begin{center}
\begin{tabular}{ccc}
$T/T_{\rm RPA}$ & $m$, RPA & $m$, mean field\\
0.25 & 0.9640 & 0.9999\\
0.50 & 0.8695 & 0.9887\\
0.75 & 0.6725 & 0.9391\\
0.90 & 0.4465 & 0.8837\\
0.99 & 0.1451 & 0.8390
\end{tabular}
\end{center}

At the lowest temperature the mean-field moment is almost saturated, because lowering one spin by one unit costs about $J_0S=12$ meV while $k_BT$ is $1.3$ meV. The RPA has magnons of arbitrarily small energy, and they already remove $3.6\%$ of the saturation moment.

Agreement between the two routes does not measure their error. Each rests on the assumption stated above, and at a given temperature the correlations between sites that each yields are fixed by a single self-consistent number, $m$ or $\mu$. Equation (\ref{tc}) also fails if $\omega_q<0$ somewhere. The aligned state is then unstable, and in (\ref{chi}) the susceptibility diverges at the wavevector that maximizes $J_q$ before $\mu$ reaches $J_0$, so order at another wavevector must be considered. The numerical check checks the operator relations, Callen's formula and the Curie temperature of the first derivation numerically.

\section*{Calculated quantities}
\begin{verbatim}
spin S = 1; exchange J = 2.0 meV
J_0 = 12.0 meV; S(S+1)/3 = 0.6667
top of T=0 magnon band = 24.0 meV
arithmetic mean magnon energy = 12.000 meV
lattice sum <J_0/omega_q> = 1.516386
same sum from zone mesh = 1.516386
<J_q^2/omega_q>/J_0 from zone mesh = 0.516386
harmonic mean magnon energy = 7.914 meV
mean-field kT_C = 8.000 meV; T_C = 92.84 K
RPA kT_C = 5.276 meV; T_C = 61.22 K
ratio T_RPA/T_MF = 0.6595
share of <1/omega_q> from softer half of band = 0.746
At T = 0.5 T_RPA:
  kT = 2.638 meV; Phi = 0.13562; y = 2.1251
  p(+1), p(0), p(-1) = 0.88208, 0.10534, 0.01258
  m from Callen formula = 0.86950
T/T_RPA, m in RPA, m in mean field at the same T:
  0.25  0.9640  0.9999
  0.50  0.8695  0.9887
  0.75  0.6725  0.9391
  0.90  0.4465  0.8837
  0.99  0.1451  0.8390
J2/J1 and T_RPA/T_MF, simple cubic:
  -0.2  0.3634
  -0.1  0.5680
  +0.0  0.6595
  +0.5  0.7887
dimension and T_RPA/T_MF, hypercubic nearest neighbour:
   3  0.6595
   4  0.8068
   6  0.8953
  12  0.9542
  50  0.9898
square lattice: gap/J_0 and <J_0/(omega_q + gap)>:
  1e-03  2.8594
  1e-05  4.3266
  1e-07  5.7925
\end{verbatim}
